\section*{Powder-averaged perturbation factor for a spin-5/2 probe in an axial field gradient, part 2}

A radioactive probe nucleus beside a dopant emits two gamma photons in succession. Between them its spin evolves in a static, axially symmetric electric field gradient $V_{zz}$, without a magnetic field. We want the amplitudes of the frequencies in the photons' angular correlation for a powder, where all gradient orientations have equal weight. They are needed to convert a spectrum into a fraction of paired probes.

The intermediate level has spin $I=5/2$, quadrupole moment $Q$ and Hamiltonian $H=\hbar\omega_Q(3I_z^2-35/4)$, with $z$ the gradient axis and $m$ the projection on it. The doublets $|m|=\tfrac52,\tfrac32,\tfrac12$ have energies $10,-2,-8$ in units of $\hbar\omega_Q$. The angular frequencies are $\omega_0$ between $\tfrac32$ and $\tfrac12$, $2\omega_0$ between $\tfrac52$ and $\tfrac32$, and $3\omega_0$ between $\tfrac52$ and $\tfrac12$, where $\omega_0=6|\omega_Q|=(3\pi/10)\nu_Q$ and $\nu_Q=|eQV_{zz}|/h$.

With $U=e^{-iHt/\hbar}$ and $R$ the spin operator of a rotation, an operator $X$ becomes, on average,
\begin{equation}
\mathcal M(X)=\int dR\;RUR^\dagger\,X\,RU^\dagger R^\dagger ,\qquad \int dR=1 .
\label{map}
\end{equation}
This multiplies each of the five orthonormal rank-2 operators $T_N$ (written $T_{2N}$ below) by $G_{22}(t)$. The coincidence rate $W$ at angle $\theta$ between the photons, relative to an isotropic one, has the rank-2 part $A_{22}G_{22}(t)P_2(\cos\theta)$.

The first derivation used the trace formula
\begin{equation}
G_{22}(t)=\frac15\sum_N\mathrm{Tr}\left[T_N^\dagger UT_NU^\dagger\right]
=\frac15\sum_N\sum_{m,m'}\left|\langle m|T_N|m'\rangle\right|^2
\cos\frac{(E_m-E_{m'})t}\hbar .
\label{trace}
\end{equation}
Normalised to 1 at $t=0$, the $N=\pm1$ part evolves as $g_1(t)=\frac27\cos\omega_0t+\frac57\cos2\omega_0t$ and the $N=\pm2$ part as $g_2(t)=\frac9{14}\cos\omega_0t+\frac5{14}\cos3\omega_0t$. The result was
\begin{align}
G_{22}(t)&=\frac15+\frac25\,g_1(t)+\frac25\,g_2(t)\nonumber\\
&=\frac15+\left(\frac4{35}+\frac9{35}\right)\cos\omega_0t+\frac27\cos2\omega_0t+\frac17\cos3\omega_0t\nonumber\\
&=\frac15+\frac{13}{35}\cos\omega_0t+\frac27\cos2\omega_0t+\frac17\cos3\omega_0t .
\label{result}
\end{align}
The second derivation, which follows, starts from the levels and $\mathcal M$ alone.

\subsection{Doublet projectors}

Let $\Pi_s$ project on the doublet $|m|=s$. Then $U=\sum_se^{-iE_st/\hbar}\Pi_s$, and
\begin{equation}
\mathcal M(X)=\sum_{s,s'}e^{-i(E_s-E_{s'})t/\hbar}\int dR\,(R\Pi_sR^\dagger)\,X\,(R\Pi_{s'}R^\dagger).
\label{proj}
\end{equation}
The projectors are diagonal and even in $m$. Such operators form a three-dimensional space, spanned by $1$, $I_z^2$ and $I_z^4$, so they contain the axial tensors of rank $K=0,2,4$. Listing the values on $|m|=\tfrac52,\tfrac32,\tfrac12$, the normalised tensors are
\begin{equation}
z_0=\frac{(1,1,1)}{\sqrt6},\qquad z_2=\frac{(5,-1,-4)}{\sqrt{84}},\qquad z_4=\frac{(1,-3,2)}{\sqrt{28}} .
\end{equation}
The second is $3m^2-35/4=(10,-2,-8)$ up to a factor. The third is fixed by being orthogonal to the other two: $1-3+2=0$ and $5+3-8=0$. Each value occurs twice, which gives the norms $6$, $2(25+1+16)=84$ and $2(1+9+4)=28$. The component of $\Pi_s$ along the rank-$K$ tensor is the trace of their product, $2z_K(s)$.

A rotation turns the axial tensor of rank $K$ into a combination of the orthonormal components $T_{KM}$, with rotation-matrix elements as coefficients. Averaged over all rotations, products of these coefficients vanish unless both ranks and both components agree, and then give $1/(2K+1)$. Since the rotated projector is Hermitian, the second factor may be written with $T_{KM}^\dagger$, and
\begin{equation}
\int dR\,(R\Pi_sR^\dagger)X(R\Pi_{s'}R^\dagger)
=\sum_{K=0,2,4}\frac{4z_K(s)z_K(s')}{2K+1}\sum_MT_{KM}XT_{KM}^\dagger .
\end{equation}
The sum over $M$ commutes with rotations. For $X$ of rank 2 it therefore returns $\kappa_KX$ with some number $\kappa_K$.

\subsection{Exchanging the roles of the two ranks}

To find $\kappa_K$, put $X=T_{2N}$, multiply by $T_{2N}^\dagger$, take the trace and sum over $N$:
\begin{equation}
5\kappa_K=\sum_{M,N}\mathrm{Tr}\left[T_{2N}^\dagger T_{KM}T_{2N}T_{KM}^\dagger\right]
=\sum_M\mathrm{Tr}\Big[T_{KM}^\dagger\sum_NT_{2N}^\dagger T_{KM}T_{2N}\Big].
\end{equation}
The second form follows from the cyclic property of the trace. The inner sum over $N$ also commutes with rotations, so it returns $\lambda_KT_{KM}$. Hence $5\kappa_K=(2K+1)\lambda_K$, or
\begin{equation}
\frac{\kappa_K}{2K+1}=\frac{\lambda_K}5 .
\end{equation}
The rank-4 operators now need not be known, because they are acted on by rank-2 operators built from two spin components.

For $K=0$ the inner sum is $\sum_NT_{2N}^\dagger T_{2N}=\lambda_0\,1$. Its trace gives $5=6\lambda_0$, so $\lambda_0=5/6$.

\subsection{The factors from addition of angular momenta}

Define the Cartesian quadrupole operators
\begin{equation}
Q_{ij}=\tfrac12(I_iI_j+I_jI_i)-\tfrac13\delta_{ij}\mathbf I^2 .
\end{equation}
They are linear combinations of the five rank-2 operators. By isotropy, $\sum_{ij}Q_{ij}YQ_{ij}$ is the same map as $\sum_NT_{2N}^\dagger YT_{2N}$ up to a constant factor. For $Y$ of rank $K$ let $\sum_{ij}Q_{ij}YQ_{ij}=q_KY$. Then $\lambda_K=\tfrac56\,q_K/q_0$.

Multiplication from the left and from the right can be treated as two spins. Set
\begin{equation}
A_iY=I_iY,\qquad B_iY=-YI_i .
\end{equation}
The $A_i$ commute with the $B_j$. Because $B_iB_jY=YI_jI_i$, one has $[B_i,B_j]Y=Y[I_j,I_i]=-i\sum_k\epsilon_{ijk}YI_k=i\sum_k\epsilon_{ijk}B_kY$. This is the algebra of an angular momentum, and it explains the minus sign in the definition of $B_i$. Both spins have square $35/4$. Their sum acts as $(A_i+B_i)Y=[I_i,Y]$, and on a tensor of rank $K$ the square of the sum is $K(K+1)$. Therefore
\begin{equation}
y_K\equiv\mathbf A\cdot\mathbf B=\frac12\left[K(K+1)-2\cdot\frac{35}4\right]=\frac{K(K+1)}2-\frac{35}4 .
\end{equation}

The two minus signs cancel in $Q_{ij}(\mathbf B)Y=YQ_{ij}$, so $q_K$ is the value of $\sum_{ij}Q_{ij}(\mathbf A)Q_{ij}(\mathbf B)$. The products of the symmetrised parts contain two orderings. The first is
\begin{equation}
\sum_{ij}A_iA_jB_iB_j=(\mathbf A\cdot\mathbf B)^2 .
\end{equation}
The second follows from $B_jB_i=B_iB_j-i\sum_k\epsilon_{ijk}B_k$ and $\sum_{ij}\epsilon_{ijk}A_iA_j=iA_k$:
\begin{equation}
\sum_{ij}A_iA_jB_jB_i=(\mathbf A\cdot\mathbf B)^2-i\sum_{ijk}\epsilon_{ijk}A_iA_jB_k
=(\mathbf A\cdot\mathbf B)^2+\mathbf A\cdot\mathbf B .
\end{equation}
Their mean is $(\mathbf A\cdot\mathbf B)^2+\tfrac12\mathbf A\cdot\mathbf B$. The trace terms contribute $(-\tfrac13-\tfrac13+\tfrac39)\mathbf A^2\mathbf B^2=-\tfrac13\mathbf A^2\mathbf B^2$. Thus
\begin{equation}
q_K=y_K^2+\frac{y_K}2-\frac13\left(\frac{35}4\right)^2 .
\end{equation}
For the three ranks, $y_0=-35/4$, $y_2=-23/4$ and $y_4=5/4$, so
\begin{align}
q_0&=\frac{3675-210-1225}{48}=\frac{140}3,\\
q_2&=\frac{1587-138-1225}{48}=\frac{14}3,\\
q_4&=\frac{75+30-1225}{48}=-\frac{70}3 .
\end{align}
The ratios $\mu_K=q_K/q_0$ are $\mu_0=1$, $\mu_2=1/10$ and $\mu_4=-1/2$.

\subsection{The amplitudes}

Since $\lambda_K/5=\mu_K/6$, the pair $(s,s')$ enters $G_{22}$ with the weight
\begin{equation}
w_{ss'}=\frac46\sum_K\mu_Kz_K(s)z_K(s')
=\frac23\left[\frac16+\frac{u_su_{s'}}{840}-\frac{v_sv_{s'}}{56}\right],
\end{equation}
where $u=(5,-1,-4)$ and $v=(1,-3,2)$. Two different doublets occur in both orders, which doubles the weight and turns the exponentials into a cosine. Over the common denominator 840 the amplitudes are
\begin{align}
\omega_0:&\quad\frac43\cdot\frac{140+4+90}{840}=\frac{13}{35},\\
2\omega_0:&\quad\frac43\cdot\frac{140-5+45}{840}=\frac27,\\
3\omega_0:&\quad\frac43\cdot\frac{140-20-30}{840}=\frac17 .
\end{align}
The terms with $s=s'$ give the constant,
\begin{equation}
\frac23\cdot\frac{(140+25-15)+(140+1-135)+(140+16-60)}{840}=\frac23\cdot\frac{252}{840}=\frac15 .
\end{equation}
This is equation \eqref{result} again. The rank-0 term alone would give all three lines the amplitude $2/9$. The excess of the lowest line comes mostly from $K=4$, which adds $\tfrac43\cdot\tfrac{90}{840}=\tfrac17$.

\subsection{What each derivation assumes}

Both derivations assume a static gradient of one strength, equal weight for all orientations and no magnetic field. Neither needs the multipolarity of the photons, because the isotropic average keeps the ranks apart.

The first uses isotropy to assign equal weights to the five components $N$. Its functions $g_1$ and $g_2$ survive when isotropy is given up, which is why it also covers the rank-2 part of the signal from a crystal. Its trace formula holds for a non-axial gradient too, if the eigenstates of that gradient replace the states $m$. The price is a list of matrix elements.

The second uses isotropy from its first line and never resolves $N$, so it says nothing about a crystal. It relies on the degeneracy of $\pm m$ to restrict the projectors to $K=0,2,4$. A magnetic field along the axis would split the doublets and bring in odd ranks. In return it needs three energies, three short vectors and the addition of two spins.

\subsection{Worked example}

Take a Cd-111 nucleus, formed by the decay of In-111, beside a donor atom in fine-grained silicon without texture. Rough typical values are $\nu_Q=200$ MHz, $Q=0.8$ b and a level lifetime of 120 ns. Then
\begin{equation}
\omega_0=0.3\pi\times200\ \mathrm{MHz}=188.5\ \mathrm{Mrad/s},\qquad
\frac{2\pi}{\omega_0}=33.3\ \mathrm{ns},
\end{equation}
and $V_{zz}=h\nu_Q/(eQ)\approx100$ V/\AA$^2$, or about $10^{22}$ V/m$^2$. This gradient is only as good as $Q$: more recent evaluations lie nearer 0.66 b, which would raise it to about 125 V/\AA$^2$. At fixed $\nu_Q$ the curve $G_{22}(t)$ does not depend on $Q$. At 10 ns the phase is 1.885 rad and
\begin{equation}
G_{22}=0.200-0.115-0.231+0.116=-0.030 .
\end{equation}

The first transition, from spin $7/2$, is taken as dipole radiation with a quadrupole admixture of amplitude ratio 0.15, with the relative sign that enlarges the anisotropy. The second, to spin $1/2$, is quadrupole radiation. This gives $A_{22}=-0.183$, against $-0.071$ without the admixture. The usual ratio of counts is
\begin{equation}
R=\frac{2[W(180^\circ)-W(90^\circ)]}{W(180^\circ)+2W(90^\circ)} .
\end{equation}
With rank 2 alone, $W(180^\circ)=1+A_{22}G_{22}$ and $W(90^\circ)=1-\tfrac12A_{22}G_{22}$, so $R=2\cdot\tfrac32A_{22}G_{22}/3=A_{22}G_{22}$. It starts at $-0.183$ and reaches $+0.016$ at 8.1 ns, where $G_{22}$ is lowest.

If a fraction $f$ of the probes is paired and the rest sit on undisturbed cubic sites, $G_{22}$ is replaced by $fG_{22}+1-f$. For $f=0.5$ the minimum rises from $-0.087$ to $0.456$. The constant term is $1-\tfrac45f=0.6$, not the unpaired share 0.5.

\subsection{Where real samples depart from the model}

Of the departures estimated here, the lack of isotropy in a silicon wafer is the largest. For pairs along $\langle111\rangle$ and detectors along $\langle100\rangle$, a real detector also sees rank 4, into which the gradient of a crystal converts part of the rank-2 alignment. For a pure dipole first photon the amplitudes at $0,\omega_0,2\omega_0,3\omega_0$ are then $0$, $0.35$, $0.37$ and $0.28$ for point detectors. A finite opening damps rank 4 more than rank 2, and cones of half-angle $20^\circ$ turn these into $0$, $0.36$, $0.39$ and $0.25$. With the admixture of the example, $R/A_{22}$ departs from the powder curve by up to 0.40 within 100 ns for point detectors, on a scale where the initial value is 1. The size depends on the geometry: it is 0.25 with the detectors along $[110]$ and $[1\bar10]$, and 0.13 along $[110]$ and $[001]$. The powder amplitudes should not be used for such a wafer.

The other effects estimated here are smaller in this example. Each is taken alone, over the same 100 ns and on the same scale. An asymmetry $\eta=(V_{xx}-V_{yy})/V_{zz}=0.1$ at fixed $\nu_Q$ changes $G_{22}$ by up to 0.085; it raises the lowest frequency by 1.1\%. This effect grows fast with $\eta$: at $\eta=0.3$ the change is 0.74, more than that of the wafer. A Gaussian spread of the gradient with standard deviation 1\% changes it by up to 0.05, and by 100 ns has reduced the $3\omega_0$ term to 0.85 of its amplitude. A time resolution of 1 ns full width at half maximum changes it by about 0.01 at most. The rank-4 term in the powder, with $A_{44}=-0.0016$, changes $R/A_{22}$ by up to 0.005.

Two detectors that each accept a cone of half-angle $20^\circ$ multiply $A_{22}$ by 0.83 and leave the powder $G_{22}$ as it is; in a wafer they also change the shape of the signal, as noted above. The largest level splitting is $1.4\times10^{-5}$ of $kT$ at 300 K. If the quadrupole splittings of the long-lived In-111 nucleus, which feeds the cascade, are of similar size, its thermal alignment is negligible.

The decay of In-111 by electron capture can leave the electron shell excited. If the shell recovers slowly enough, the gradient fluctuates while the nuclear spin evolves. A static model does not cover this, and its size is not estimated here. The numerical output lists the inputs and most of the values quoted in this example.

\section*{Computed results}
\begin{verbatim}
amplitudes, exact 3j: 1/5 13/35 2/7 1/7
squared elements, N=1: 80 32 0 32 80
squared elements, N=2: 40 72 72 40
|N|=0 parts at 0,1,2,3 w0: 1/5 0 0 0
|N|=1 parts at 0,1,2,3 w0: 0 4/35 2/7 0
|N|=2 parts at 0,1,2,3 w0: 0 9/35 0 1/7
levels m=5/2,3/2,1/2 (h nuQ): 0.2500 -0.0500 -0.2000
largest powder simulation error in G22: 1.6e-14
A22 for pure dipole first photon: -0.0714
input nuQ: 200 MHz
input Q: 0.8 b
input level lifetime: 120 ns
input quadrupole/dipole amplitude ratio: 0.15
Vzz: 103.4 V/angstrom^2 = 1.034e+22 V/m^2
w0: 188.5 Mrad/s
period 2 pi/w0: 33.33 ns
A22 with mixing: -0.1826
A44 with mixing: -0.00160
G22 at 0 ns: 1.0000
G22 at 5 ns: 0.1942
G22 at 10 ns: -0.0304
G22 at 20 ns: 0.0319
G22 at 30 ns: 0.5446
G22 at half period: -0.0286
cos(w0 t) at minimum: 0.0467
deepest minimum G22: -0.0871 at 8.09 ns
A22*G22 at minimum: 0.0159
window for sizes below: 100 ns
level survival at window end: 0.435
crystal amplitudes, rank-2 detector: 0 17/42 10/21 5/42
crystal amplitudes, real detector: 0.0000 0.3519 0.3704 0.2778
part from rank 2 to 4 transfer: 0.0000 -0.0529 -0.1058 0.1587
crystal, mixed cascade: max change of R/A22: 0.395
eta input: 0.1
eta: lowest frequency / w0: 1.0109
eta: second frequency / w0: 1.9960
eta: max change of G22: 0.085
gradient spread input (std dev): 1 %
spread damping at window end, 1,2,3 w0: 0.9824 0.9314 0.8522
spread: max change of G22: 0.047
time resolution input (FWHM): 1 ns
resolution damping, 1,2,3 w0: 0.9968 0.9873 0.9716
resolution: max change: 0.009
rank 4 in powder: max change of R/A22: 0.0046
detector half-angle input: 20 deg
solid-angle factor on A22, two detectors: 0.831
paired fraction input: 0.5
minimum of G22 with unpaired probes: 0.456
temperature input: 300 K
largest level splitting / kT: 1.4e-05
\end{verbatim}
